# The Wigner–Kirkwood Free-Energy Correction from Mean Squared Forces, part 1

(Sections cited here and not found follow in the second part.)

## First half: the quantum trace as a corrected phase-space integral

### A case that can be solved: one oscillator

Take one particle of mass $m$ in the potential $V(x)=\tfrac12 m\omega^2x^2$, at temperature $T$. Write $\beta=1/kT$, where $k$ is Boltzmann's constant, and $u=\beta\hbar\omega$. The levels are $\hbar\omega(n+\tfrac12)$ with $n=0,1,2,\dots$, so the quantum partition function is a geometric series:

$$Z_{\rm q}=\sum_{n=0}^{\infty}e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .$$

The classical partition function is an integral over phase space, with one state counted per area $2\pi\hbar$. Both integrals are Gaussian:

$$Z_{\rm cl}=\frac{1}{2\pi\hbar}\int dp\,e^{-\beta p^2/2m}\int dx\,e^{-\beta m\omega^2x^2/2}
=\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac1u .$$

Since $F=-kT\ln Z$, the difference of the free energies is

$$F_{\rm q}-F_{\rm cl}=kT\ln\frac{Z_{\rm cl}}{Z_{\rm q}}=kT\ln\frac{\sinh(u/2)}{u/2}. \tag{1}$$

For small $u$, use $\sinh z/z=1+z^2/6+z^4/120+\dots$ with $z=u/2$. This gives $1+u^2/24+u^4/1920+\dots$. The logarithm follows from $\ln(1+a)=a-a^2/2+\dots$. Its fourth-order coefficient is $1/1920-1/1152=-1/2880$, so

$$F_{\rm q}-F_{\rm cl}=kT\left(\frac{u^2}{24}-\frac{u^4}{2880}+\dots\right). \tag{2}$$

The leading term is $kT\,u^2/24=\beta(\hbar\omega)^2/24$. This is an energy. Divided by $kT$ it becomes the pure number $(\beta\hbar\omega)^2/24$.

The same term can be written without the frequency. The force is $F=-m\omega^2x$, and the classical distribution of $x$ is a Gaussian of variance $\langle x^2\rangle=kT/m\omega^2$. Therefore

$$\langle F^2\rangle=m^2\omega^4\langle x^2\rangle=m\omega^2kT,
\qquad
\frac{\hbar^2\beta^2}{24}\frac{\langle F^2\rangle}{m}=\frac{\hbar^2\beta^2}{24}\,\frac{\omega^2}{\beta}=\frac{\beta(\hbar\omega)^2}{24}. \tag{3}$$

The expression on the left of the second equation contains a mass, a temperature and a classical mean squared force. It makes sense for any smooth confining potential for which this average is finite. One oscillator cannot show that it is right for other potentials, because many different expressions agree when the potential is quadratic. The theorem below settles the question.

### Setting and theorem

Let $x=(x_1,\dots,x_N)$ be Cartesian coordinates, with momenta $p_j$ and constant masses $m_j$. Three atoms in space, for instance, have $N=9$, and each mass then appears three times. The Hamiltonian and the classical energy are

$$\hat H=-\sum_j\frac{\hbar^2}{2m_j}\frac{\partial^2}{\partial x_j^2}+V(x),
\qquad
E(x,p)=\sum_j\frac{p_j^2}{2m_j}+V(x).$$

Subscripts on $V$ denote derivatives: $V_j=\partial V/\partial x_j$ and $V_{jk}=\partial^2V/\partial x_j\partial x_k$. The force on coordinate $j$ is $F_j=-V_j$. For atoms in a solid, $V$ is the potential energy surface on which the nuclei move.

The assumptions are these.

**(A1)** The particles are treated as distinguishable. The trace runs over all wave functions, and exchange is left out.

**(A2)** $V$ is real and smooth and depends neither on $\hbar$ nor on temperature. It is confining: $e^{-\beta V}$ can be integrated, and $V_je^{-\beta V}$ vanishes at large distance.

**(A3)** The expansion in powers of $\hbar$ constructed below may be integrated term by term, and the error after truncation is of the order of the first omitted non-zero term.

Assumption (A3) is a condition on $V$ and on the temperature. The proof computes the coefficients of the expansion; it does not supply a bound on the remainder.

**Theorem.** Under (A1)–(A3), the quantum and classical free energies at the same temperature are related by

$$\boxed{\,F_{\rm q}=F_{\rm cl}+\frac{\hbar^2\beta^2}{24}\sum_j\frac{\langle F_j^2\rangle}{m_j}+O(\hbar^4)\,} \tag{4}$$

Here $\langle A\rangle=\int A\,e^{-\beta V}dx\big/\int e^{-\beta V}dx$ is the classical canonical average, and $F_{\rm cl}=-kT\ln Z_{\rm cl}$ with

$$Z_{\rm cl}=\int\frac{dx\,dp}{(2\pi\hbar)^N}\,e^{-\beta E(x,p)} .$$

The factor $(2\pi\hbar)^{-N}$ belongs to the classical reference. The symbol $O(\hbar^4)$ refers to the difference $F_{\rm q}-F_{\rm cl}$, in which the logarithm of $\hbar$ contained in $F_{\rm cl}$ has been removed.

### Lemma 1: the trace in plane waves

**Lemma 1.** The quantum partition function is

$$Z_{\rm q}=\int\frac{dx\,dp}{(2\pi\hbar)^N}\;e^{-ip\cdot x/\hbar}\left[e^{-\beta\hat H}e^{ip\cdot x/\hbar}\right], \tag{5}$$

where the operator in the bracket acts on the plane wave as a function of $x$.

*Proof.* In the position basis, $Z_{\rm q}=\int dx\,\langle x|e^{-\beta\hat H}|x\rangle$. Insert the completeness relation $\int dp\,|p\rangle\langle p|=1$ to the right of the exponential:

$$\langle x|e^{-\beta\hat H}|x\rangle=\int dp\,\langle x|e^{-\beta\hat H}|p\rangle\langle p|x\rangle .$$

The momentum states have wave functions $\langle x|p\rangle=(2\pi\hbar)^{-N/2}e^{ip\cdot x/\hbar}$. The first factor is $(2\pi\hbar)^{-N/2}$ times the bracket in (5). The second is the complex conjugate wave function $(2\pi\hbar)^{-N/2}e^{-ip\cdot x/\hbar}$. Their product gives (5). $\square$

*Remark.* Suppose that $e^{-\beta\hat H}$ were replaced by the product $e^{-\beta V}e^{-\beta\hat K}$, where $\hat K$ is the kinetic energy operator. A plane wave is an eigenfunction of $\hat K$ with eigenvalue $\sum_jp_j^2/2m_j$. The integrand of (5) would then be $e^{-\beta E(x,p)}$, and the trace would equal $Z_{\rm cl}$. The whole difference between $Z_{\rm q}$ and $Z_{\rm cl}$ therefore comes from the fact that $\hat K$ and $V$ do not commute.

### Lemma 2: the equation for the correction factor

Define a function $w(x,p,\beta)$ by splitting off the classical weight:

$$e^{-\beta\hat H}e^{ip\cdot x/\hbar}=e^{ip\cdot x/\hbar}\,e^{-\beta E(x,p)}\,w(x,p,\beta). \tag{6}$$

At $\beta=0$ both exponentials of the energy equal one, so $w=1$ there. Inserting (6) in (5) cancels the plane waves and leaves

$$Z_{\rm q}=\int\frac{dx\,dp}{(2\pi\hbar)^N}\,e^{-\beta E}\,w . \tag{7}$$

**Lemma 2.** With $D_j=\partial/\partial x_j-\beta V_j$, the factor $w$ obeys

$$\frac{\partial w}{\partial\beta}=\sum_j\left[\frac{i\hbar p_j}{m_j}D_j+\frac{\hbar^2}{2m_j}D_j^2\right]w . \tag{8}$$

*Proof.* Call the left side of (6) $\psi$. Differentiating the exponential with respect to $\beta$ gives the Bloch equation $\partial\psi/\partial\beta=-\hat H\psi$. Write $\psi=e^{ip\cdot x/\hbar}g$. Two derivatives with respect to $x_j$ give

$$\frac{\partial^2\psi}{\partial x_j^2}=e^{ip\cdot x/\hbar}\left[-\frac{p_j^2}{\hbar^2}g+\frac{2ip_j}{\hbar}\frac{\partial g}{\partial x_j}+\frac{\partial^2g}{\partial x_j^2}\right].$$

Multiply by $\hbar^2/2m_j$, sum over $j$ and subtract $V\psi$. This is $-\hat H\psi$. After division by the plane wave, the Bloch equation reads

$$\frac{\partial g}{\partial\beta}=-E\,g+\sum_j\left[\frac{i\hbar p_j}{m_j}\frac{\partial g}{\partial x_j}+\frac{\hbar^2}{2m_j}\frac{\partial^2g}{\partial x_j^2}\right],$$

because the terms $-p_j^2/2m_j$ and $-V$ add up to $-E$.

Now put $g=e^{-\beta E}w$. The energy depends on $x_j$ through $V$ alone, so

$$\frac{\partial g}{\partial x_j}=e^{-\beta E}\left(\frac{\partial w}{\partial x_j}-\beta V_jw\right)=e^{-\beta E}D_jw,
\qquad
\frac{\partial^2g}{\partial x_j^2}=e^{-\beta E}D_j^2w .$$

On the left side, $\partial g/\partial\beta=e^{-\beta E}(\partial w/\partial\beta-Ew)$. The term $-Ew$ appears on both sides and cancels. Division by $e^{-\beta E}$ leaves (8). $\square$

Every term on the right of (8) carries at least one factor $\hbar$. With $\hbar$ set to zero in (8), $w$ keeps its initial value 1, and (7) becomes the classical integral.

### Lemma 3: the first two orders

Expand $w=1+\hbar w_1+\hbar^2w_2+\dots$. Since $w=1$ at $\beta=0$, each $w_n$ with $n\ge1$ vanishes there. Equating equal powers of $\hbar$ in (8) gives, with $w_0=1$ and $w_{-1}=0$,

$$\frac{\partial w_n}{\partial\beta}=\sum_j\frac{ip_j}{m_j}D_jw_{n-1}+\sum_j\frac{1}{2m_j}D_j^2w_{n-2}. \tag{9}$$

**Lemma 3.** With $G=\sum_jp_jV_j/m_j$,

$$w_1=-\frac{i\beta^2}{2}G, \tag{10}$$

$$w_2=\frac{\beta^3}{6}\sum_{jk}\frac{p_jp_kV_{jk}}{m_jm_k}-\frac{\beta^4}{8}G^2+\sum_j\frac{1}{m_j}\left(\frac{\beta^3}{6}V_j^2-\frac{\beta^2}{4}V_{jj}\right). \tag{11}$$

*Proof.* For $n=1$, the operator $D_j$ acts on the constant 1 and gives $-\beta V_j$. Hence $\partial w_1/\partial\beta=-i\beta G$, and integration from zero to $\beta$ gives (10).

For $n=2$, the first sum in (9) has two parts. The derivative in $D_j$ contributes

$$\sum_j\frac{ip_j}{m_j}\left(-\frac{i\beta^2}{2}\right)\frac{\partial G}{\partial x_j}=\frac{\beta^2}{2}\sum_{jk}\frac{p_jp_kV_{jk}}{m_jm_k},$$

since $i\cdot(-i)=1$. The term $-\beta V_j$ in $D_j$ contributes

$$\sum_j\frac{ip_j}{m_j}(-\beta V_j)\left(-\frac{i\beta^2}{2}G\right)=-\frac{\beta^3}{2}G^2,$$

since $i\cdot(-1)\cdot(-i)=i^2=-1$. In the second sum of (9),

$$D_j^2\,1=D_j(-\beta V_j)=-\beta V_{jj}+\beta^2V_j^2 .$$

Together,

$$\frac{\partial w_2}{\partial\beta}=\frac{\beta^2}{2}\sum_{jk}\frac{p_jp_kV_{jk}}{m_jm_k}-\frac{\beta^3}{2}G^2+\sum_j\frac{1}{2m_j}\left(\beta^2V_j^2-\beta V_{jj}\right).$$

Integrating from zero replaces $\beta^2/2$ by $\beta^3/6$, $\beta^3/2$ by $\beta^4/8$ and $\beta/2$ by $\beta^2/4$. The result is (11). $\square$

The first-order factor $w_1$ is imaginary, so $e^{-\beta E}w$ is not a probability density in phase space. Its integral over momenta, divided by $(2\pi\hbar)^N$, does have a direct meaning: by Lemma 1 it is the diagonal element $\langle x|e^{-\beta\hat H}|x\rangle$. The further integral over positions gives $Z_{\rm q}$.

### Lemma 4: the momentum average

Let $\langle\dots\rangle_p$ be the average over momenta with the weight $\exp(-\beta\sum_jp_j^2/2m_j)$.

**Lemma 4.** The average $\langle w_n\rangle_p$ vanishes for odd $n$, and

$$\langle w_2\rangle_p=\sum_j\frac{1}{m_j}\left(\frac{\beta^3}{24}V_j^2-\frac{\beta^2}{12}V_{jj}\right). \tag{12}$$

*Proof.* Reverse all momenta, $p\to-p$. The claim is that $w_n$ acquires the sign $(-1)^n$. This holds for $w_0=1$ and for $w_1$. If it holds for $w_{n-1}$ and $w_{n-2}$, then in (9) the first sum has the sign $(-1)\cdot(-1)^{n-1}=(-1)^n$ and the second has $(-1)^{n-2}=(-1)^n$. Integration over $\beta$ does not change the sign, so the claim holds for $w_n$. The weight is even in $p$, and odd functions average to zero.

For $w_2$, the momenta are independent Gaussian variables with $\langle p_jp_k\rangle_p=\delta_{jk}m_j/\beta$. The first two terms of (11) become

$$\frac{\beta^3}{6}\sum_j\frac{m_j}{\beta}\frac{V_{jj}}{m_j^2}=\frac{\beta^2}{6}\sum_j\frac{V_{jj}}{m_j},
\qquad
-\frac{\beta^4}{8}\sum_j\frac{m_j}{\beta}\frac{V_j^2}{m_j^2}=-\frac{\beta^3}{8}\sum_j\frac{V_j^2}{m_j}.$$

The last terms of (11) contain no momenta and stay as they are. The coefficient of $\beta^3V_j^2/m_j$ is $1/6-1/8=1/24$, and that of $\beta^2V_{jj}/m_j$ is $1/6-1/4=-1/12$. $\square$

The mixed derivatives $V_{jk}$ with $j\ne k$ have dropped out, because different momenta are uncorrelated in the classical weight. Couplings between coordinates still matter, since they shape $V_j$, $V_{jj}$ and the distribution of positions.

## Second half: the free energy, its harmonic limit and a test case

### Symbols and results carried over

The system has Cartesian coordinates $x_j$, masses $m_j$ and a smooth confining potential $V$, with $V_j=\partial V/\partial x_j$, $V_{jj}=\partial^2V/\partial x_j^2$ and forces $F_j=-V_j$. The inverse temperature is $\beta=1/kT$, and $\langle\dots\rangle$ is the classical average over positions with weight $e^{-\beta V}$. The quantum partition function is the classical phase-space integral with an extra factor $w=1+\hbar w_1+\hbar^2w_2+\dots$ under the integral. After the average over momenta, the odd orders vanish, and the second order is

$$\langle w_2\rangle_p=\sum_j\frac{1}{m_j}\left(\frac{\beta^3}{24}V_j^2-\frac{\beta^2}{12}V_{jj}\right). \tag{12}$$

### Lemma 5: curvature and squared force

**Lemma 5.** For each coordinate,

$$\langle V_{jj}\rangle=\beta\langle V_j^2\rangle=\beta\langle F_j^2\rangle. \tag{13}$$

*Proof.* The product rule gives

$$\frac{\partial}{\partial x_j}\left(V_je^{-\beta V}\right)=\left(V_{jj}-\beta V_j^2\right)e^{-\beta V}.$$

Integrate over all positions. The left side gives boundary values of $V_je^{-\beta V}$, which vanish for a confining potential. Division by $\int e^{-\beta V}dx$ gives (13). $\square$

The curvature may be negative in some regions, for example on top of a barrier. Its thermal average is nevertheless not negative, because it equals $\beta$ times a mean square.

This part has established the momentum-averaged second-order factor (12) and the identity (13) between mean curvature and mean squared force. It remains to combine them to prove the theorem (4), and then to examine its harmonic limit, its range of use and a numerical test.
